# Potential step of a charge dipole at a silica/hafnia boundary

## Problem

A flat boundary at $z=0$ separates silica ($z<0$, relative permittivity $\varepsilon_1=3.9$) from hafnia ($z>0$, $\varepsilon_2=20$). A sheet of negative charge lies in the silica at $z=-d_1$, and a sheet of positive charge lies in the hafnia at $z=+d_2$, with $d_1=d_2=0.1$ nm. Each sheet carries $5\times10^{13}$ elementary charges per square centimetre. These are placed charges: the polarization with which the two oxides respond is not included in them.

(a) Find the difference in electrostatic potential between the hafnia and the silica, outside the pair of sheets, when there is no field there. Which side is higher?

(b) Find the total charge, placed plus polarization, at each sheet and at the boundary. Recover the step from it.

(c) The boundary belongs to a gate stack: silicon, 1 nm of silica, 2 nm of hafnia, metal gate. By how much does the dipole move the flat-band voltage? What field appears in the silica if the gate voltage is not readjusted? What changes if the positive sheet is 1% denser than the negative one?

(d) Real charges are points. Replace the sheets by a square lattice of facing point charges $\mp e$. Does the step survive, and how far from the boundary does the potential still vary sideways?

(e) How strongly does the answer to (a) depend on using bulk permittivities up to a sharp boundary?

## Solution

### (a) The step

Let $\sigma>0$ be the magnitude of the placed charge per area. By symmetry the fields of uniform sheets point along $z$ and depend on $z$ alone. Gauss's law for the placed charge density $\rho$ reads

$$\frac{dD}{dz}=\rho ,\qquad D=\varepsilon_0\varepsilon E .$$

So $D$ jumps by the placed charge per area at each sheet and is constant elsewhere. Going in the direction of increasing $z$:

- for $z<-d_1$, $D=0$, because the field outside is zero by assumption;
- at $z=-d_1$ the charge $-\sigma$ is crossed, so $D=-\sigma$ beyond it;
- at $z=0$ there is no placed charge, so $D$ stays at $-\sigma$;
- at $z=d_2$ the charge $+\sigma$ is crossed, and $D$ returns to zero.

The displacement is the same on both sides of the boundary, but the field is not:

$$E_1=-\frac{\sigma}{\varepsilon_0\varepsilon_1}\quad(-d_1<z<0),\qquad
E_2=-\frac{\sigma}{\varepsilon_0\varepsilon_2}\quad(0<z<d_2).$$

The minus signs say that the field points from the positive sheet to the negative one, towards the silica. Since $E=-d\phi/dz$, the potential in hafnia minus that in silica is

$$\Delta=-\int_{-d_1}^{d_2}E\,dz=-E_1d_1-E_2d_2
=\frac{\sigma}{\varepsilon_0}\left(\frac{d_1}{\varepsilon_1}+\frac{d_2}{\varepsilon_2}\right).$$

This is the voltage of two capacitors in series, with capacitances per area $\varepsilon_0\varepsilon_1/d_1$ and $\varepsilon_0\varepsilon_2/d_2$ and the same charge $\sigma$ on each.

For the numbers, $5\times10^{13}$ cm$^{-2}$ is $0.5$ nm$^{-2}$, and $e/\varepsilon_0=18.095$ V nm. Hence

$$\frac{\sigma}{\varepsilon_0}=0.5\times18.095=9.048\ \text{V/nm}.$$

The two contributions are

$$\frac{9.048\times0.1}{3.9}=0.232\ \text{V (silica)},\qquad
\frac{9.048\times0.1}{20}=0.045\ \text{V (hafnia)},$$

and their sum is

$$\Delta=0.277\ \text{V}\approx0.28\ \text{V}.$$

The hafnia, which holds the positive sheet, is at the higher potential. An electron has potential energy $-e\phi$, so the dipole lowers its energy in hafnia relative to silica by 0.277 eV, or 0.0102 hartree. Exchanging the signs of the two sheets reverses the step.

The silica carries 84% of the step although the distances are equal, because it screens less. If $\varepsilon_2$ were made very large with everything else fixed, the hafnia part would vanish and 0.232 V would remain. If both oxides had the same permittivity $\varepsilon$, the formula would reduce to $\sigma(d_1+d_2)/(\varepsilon_0\varepsilon)$, in which the position of the boundary no longer matters.

### (b) Total charge and dipole moment

The field itself, as opposed to $D$, is produced by all charge:

$$\varepsilon_0\frac{dE}{dz}=\rho_{\rm tot}.$$

The total charge per area at a plane is therefore $\varepsilon_0$ times the jump of $E$ there:

$$\begin{aligned}
\text{silica sheet:}\quad &\varepsilon_0(E_1-0)=-\frac{\sigma}{\varepsilon_1},\\
\text{boundary:}\quad &\varepsilon_0(E_2-E_1)=\sigma\left(\frac1{\varepsilon_1}-\frac1{\varepsilon_2}\right),\\
\text{hafnia sheet:}\quad &\varepsilon_0(0-E_2)=+\frac{\sigma}{\varepsilon_2}.
\end{aligned}$$

In elementary charges per cm$^2$ these are $-1.28\times10^{13}$, $+1.03\times10^{13}$ and $+0.25\times10^{13}$. They add to zero, as they must when the field vanishes on both sides. The boundary holds no placed charge, yet it carries polarization charge because the two oxides polarize differently in the same $D$.

To obtain the step from these charges, integrate by parts between two planes $z_a$ and $z_b$ outside the pair:

$$\Delta=-\int_{z_a}^{z_b}E\,dz=-\Big[zE\Big]_{z_a}^{z_b}+\int_{z_a}^{z_b}z\frac{dE}{dz}\,dz
=\frac1{\varepsilon_0}\int_{z_a}^{z_b}z\,\rho_{\rm tot}\,dz .$$

The bracket vanishes because $E=0$ at both ends. The step is thus the total dipole moment per area divided by $\varepsilon_0$. The boundary charge sits at $z=0$ and contributes nothing, which leaves

$$\Delta=\frac1{\varepsilon_0}\left[(-d_1)\left(-\frac{\sigma}{\varepsilon_1}\right)+d_2\,\frac{\sigma}{\varepsilon_2}\right],$$

the result of part (a). Numerically, $18.095\times0.1\times(0.1282+0.0250)=0.277$ V.

This also shows why it matters what the stated density means. If $5\times10^{13}$ cm$^{-2}$ were the total charge of each sheet, with none at the boundary, the moment would be $\sigma(d_1+d_2)$ and the step would be $9.048\times0.2=1.81$ V.

### (c) The dipole in a gate stack

Let the silica have thickness $t_1=1$ nm and the hafnia $t_2=2$ nm. Measure the gate voltage from the value that gives flat bands without the dipole, and call the difference $U$. The work-function difference between gate and silicon is then already accounted for. Suppose that the oxides contain no charge other than the two sheets.

If the silicon surface carries charge, a displacement $D_0$ runs through the whole stack. Outside the pair the displacement is $D_0$; between the sheets it is $D_0-\sigma$. Treat the silicon for now as a conductor, with no voltage drop inside it. Adding the potential changes from silicon to gate gives

$$U=-\frac{D_0}{\varepsilon_0}\left(\frac{t_1}{\varepsilon_1}+\frac{t_2}{\varepsilon_2}\right)+\Delta .$$

**Flat bands.** Flat bands mean no field at the silicon surface, so $D_0=0$ and $U=\Delta$. The flat-band voltage moves by $+0.277$ V. A numerical solution of Poisson's equation for this stack, with each sheet smeared into a Gaussian of standard deviation 0.015 nm, gives the same 0.2772 V. The smearing does no harm because each sheet keeps its mean position and stays, to the accuracy quoted, within its own oxide.

**Gate not readjusted.** Now $U=0$. Solving for the field in the silica outside the pair,

$$E_{\rm out}=\frac{D_0}{\varepsilon_0\varepsilon_1}=\frac{\Delta}{t_1+t_2\,\varepsilon_1/\varepsilon_2}.$$

The denominator is the silica-equivalent thickness, $1+2\times3.9/20=1.390$ nm, so

$$E_{\rm out}=\frac{0.277\ \text{V}}{1.390\ \text{nm}}=0.199\ \text{V/nm}=1.99\ \text{MV/cm}.$$

The field is positive: it points from the silicon to the gate. Real silicon bends its bands, and its potential falls by some amount $\psi>0$ from the bulk to the surface. Then $\Delta-\psi$ replaces $\Delta$ in the numerator, and the field is smaller. For silicon in equilibrium at 300 K with $10^{17}$ dopants per cm$^3$, Boltzmann statistics, without quantum confinement of the carriers, give about 1.05 MV/cm for p-type and 0.25 MV/cm for n-type. In the p-type case holes accumulate to about $1.6\times10^{19}$ cm$^{-3}$ at the surface. This is comparable with the effective density of states of the valence band (quoted values run from about 1 to $3\times10^{19}$ cm$^{-3}$), so Boltzmann statistics are at their limit; Fermi–Dirac statistics give 1.02 to 1.04 MV/cm over that range. The value 1.99 MV/cm is thus an upper limit, reached only if the silicon behaves as a metal. The flat-band shift is unaffected, since $\psi=0$ there.

**Unequal sheets.** Let the positive sheet carry $\sigma+\delta\sigma$. At flat bands $D$ is still zero in the silicon and $-\sigma$ between the sheets, but it is $+\delta\sigma$ from the positive sheet to the gate, over a distance $t_2-d_2$. This adds to the flat-band voltage

$$\delta U=-\frac{\delta\sigma\,(t_2-d_2)}{\varepsilon_0\varepsilon_2}
=-\frac{0.01\times9.048\times1.9}{20}\ \text{V}=-8.6\ \text{mV}.$$

For this thin stack the correction is small beside 0.277 V. It grows in proportion to $t_2-d_2$, while the dipole step does not depend on the hafnia thickness. In a series of stacks differing in $t_2$ alone, the slope of the flat-band voltage therefore gives $\delta\sigma$, provided that the charge densities do not change with thickness and that there is no other charge in the oxides. The thickness-independent part of a measured flat-band voltage is the dipole step plus the work-function difference between gate and silicon, so the step itself follows only if that difference is known separately.

### (d) Point charges instead of sheets

A density of $0.5$ nm$^{-2}$ on a square lattice means a spacing

$$a=\frac1{\sqrt{0.5}}\ \text{nm}=1.414\ \text{nm},$$

seven times the separation of the two planes. Near the boundary the charge does not look like a uniform sheet.

Take first one pair, $-e$ at $z=-d$ and $+e$ at $z=+d$ on the same normal, with infinite silica and hafnia on the two sides. For a field point in the medium of permittivity $\varepsilon$ (that is, $\varepsilon_1$ for $z<0$ and $\varepsilon_2$ for $z>0$), the potential is

$$\phi=\frac{e}{4\pi\varepsilon_0\varepsilon}\left(\frac1{r_+}-\frac1{r_-}\right),$$

where $r_\pm$ is the distance from the field point to $z=\pm d$ on the axis. This satisfies every requirement:

- In the silica, the $1/r_-$ term is the field of the placed charge $-e$ in a medium $\varepsilon_1$. The other term has its source outside the silica and obeys Laplace's equation inside it. The same holds in hafnia with the roles exchanged.
- On the boundary $r_+=r_-$, so $\phi=0$ from both sides and the potential is continuous.
- The product $\varepsilon\phi$ is one and the same smooth function across the boundary, so $\varepsilon\,\partial\phi/\partial z$, the normal displacement up to a factor $-\varepsilon_0$, is continuous too.
- The potential vanishes far away.

The solution of this electrostatic problem is unique, so this is it. The simple form relies on equal distances $d_1=d_2=d$.

Now average over the lateral position for the whole lattice. Seen from a medium $\varepsilon$, the charges act like sheets of total charge $\pm\sigma/\varepsilon$ at $\pm d$, with $\phi=0$ at $z=0$. The average field between the planes is $-\sigma/(\varepsilon_0\varepsilon)$ and vanishes outside. The average potential is therefore $+\sigma d/(\varepsilon_0\varepsilon_2)$ in the hafnia beyond its charges and $-\sigma d/(\varepsilon_0\varepsilon_1)$ in the silica beyond its own. The difference is again $\Delta$: the step survives as a lateral average.

A direct sum over $1201\times1201$ pairs, taken between points 3 nm on either side of the boundary, gives 0.2763 V, which is 0.3% below 0.2772 V. The finite size of the patch explains this. The potential of a dipole layer is proportional to the solid angle it fills. For a square of half-width $L$ seen from a height $h\ll L$ above its centre, that angle falls short of $2\pi$ by about $4\sqrt2\,h/L$, a fraction $0.90\,h/L$. With $h=3$ nm and $L\approx849$ nm this is 0.3%.

The sideways variation follows from Laplace's equation. Beyond the charges, a component of the potential that varies laterally with wavenumber $G$ has the form $f(z)\cos(Gx)$, and Laplace's equation requires $f''=G^2f$. The solution that does not grow away from the boundary is $f\propto e^{-Gh}$, with $h$ the distance from the boundary. The smallest non-zero $G$ of the lattice is $2\pi/a$, so the longest-lived ripple decays as

$$e^{-2\pi h/a}.$$

In the silica, the lattice sum gives a potential difference between a point facing a pair and a point facing the centre of a lattice cell of 22.8 mV at $h=1.0$ nm and 2.45 mV at $h=1.5$ nm. The ratio is 0.107, against $e^{-2\pi\times0.5/1.414}=0.108$ from the decay law.

These values are for infinite silica. If silicon begins at 1 nm, its larger permittivity (11.7) alone halves the ripple at its surface to about 11 mV, a little under half the thermal voltage of 25.9 mV at 300 K, and mobile carriers change it little: in linear screening, $10^{17}$ carriers per cm$^3$ lower it by less than 0.1%, and $1.6\times10^{19}$ by about 2%.

The exponential decay belongs to the regular lattice. Charges placed irregularly also contain wavelengths longer than $a$, which decay more slowly. For facing pairs placed independently at random, the root-mean-square variation in infinite silica is about 66 mV at 1 nm, against 5.7 mV for the lattice, and it falls only as $1/h$.

### (e) How far the number can be trusted

The electrostatics above is sound for the stated model. A weak point is the model's use of $\varepsilon$. A relative permittivity describes an average over many atoms, whereas 0.1 nm is less than one bond length. Three kinds of change, each made with the placed charge held fixed, show what is at stake; a look at the strength of the local field follows them.

**Less screening.** Suppose that the electrons respond but the ions do not. With rough electronic permittivities 2.1 and 4,

$$\Delta=0.9048\left(\frac1{2.1}+\frac14\right)\text{V}=0.66\ \text{V}.$$

With no screening at all the step is 1.81 V.

**A gradual boundary.** When $\varepsilon$ depends on $z$, the argument for $D=-\sigma$ between the sheets is unchanged, and

$$\Delta=\frac{\sigma}{\varepsilon_0}\int_{-d_1}^{d_2}\frac{dz}{\varepsilon(z)} .$$

Let $\varepsilon$ rise linearly from $\varepsilon_1$ at one sheet to $\varepsilon_2$ at the other. Then $dz=(d_1+d_2)\,d\varepsilon/(\varepsilon_2-\varepsilon_1)$, and

$$\Delta=\frac{\sigma}{\varepsilon_0}\,\frac{d_1+d_2}{\varepsilon_2-\varepsilon_1}\int_{\varepsilon_1}^{\varepsilon_2}\frac{d\varepsilon}{\varepsilon}
=\frac{\sigma}{\varepsilon_0}\,(d_1+d_2)\,\frac{\ln(\varepsilon_2/\varepsilon_1)}{\varepsilon_2-\varepsilon_1}=0.18\ \text{V}.$$

The step falls by about a third, because the silica side, where most of the voltage arose, is now better screened.

**A displaced boundary.** Keep the sheets in place and move the boundary by $s$ towards the hafnia sheet. Then $d_1\to d_1+s$ and $d_2\to d_2-s$, so the step changes by

$$\frac{\sigma s}{\varepsilon_0}\left(\frac1{\varepsilon_1}-\frac1{\varepsilon_2}\right).$$

For $s=0.05$ nm this is $+0.093$ V and the step becomes 0.37 V; for $s=-0.05$ nm it becomes 0.18 V. Half an ångström matters by a third of the result.

**A strong local field.** For uniform sheets, the field between the silica sheet and the boundary has magnitude 23.2 MV/cm, about 2.3 times a rough breakdown field of 10 MV/cm for silica. This does not by itself imply breakdown. An electron crossing that 0.1 nm gains 0.23 eV, under 3% of the rough 9 eV gap, so it cannot gather the energy to free further electrons there. With the point charges of part (d) the field is very uneven: on the silica side of the boundary its normal component has the same average, but it reaches about 740 MV/cm facing a pair, and this energy estimate no longer applies. In either case the field puts the assumed linear response in doubt.

The layer thicknesses and permittivities are rough typical values for a high-k gate stack. The charge density and the distances are chosen parameters, not measured ones. A step of a few tenths of a volt is the rough size attributed to dipoles in such stacks, but that agreement does not confirm the chosen density, since other pairs of $\sigma$ and $d$ give the same step. At a real interface, bulk permittivities do not meet at a sharp plane, and close to point charges the linear response is in doubt as well. Among the variants above that keep some screening, the step ranges from 0.18 to 0.66 V; these are examples, not bounds. The value 0.28 V is the answer for the stated model, and for a real interface it is an estimate of size.

The numerical output that follows lists most of the values used here.

## Table of computed values

```
sheet density: 5.0e+13 cm^-2
sheet charge: 8.011 uC/cm2
distances d1, d2: 0.10, 0.10 nm
permittivities silica, hafnia: 3.9, 20.0
thicknesses silica, hafnia: 1.0, 2.0 nm
e/eps0: 18.0951 V nm
sigma/eps0: 9.0476 V/nm
part of step in silica: 0.2320 V
part of step in hafnia: 0.0452 V
share in silica: 83.7 %
STEP from formula: 0.2772 V
electron energy step: 0.01019 hartree
flat-band shift, Poisson solution: 0.2772 V
field in silica part: -23.20 MV/cm
field in hafnia part: -4.52 MV/cm
total charge, silica sheet: -1.282e+13 e/cm2
total charge, boundary: 1.032e+13 e/cm2
total charge, hafnia sheet: 2.500e+12 e/cm2
step from total dipole moment: 0.2772 V
silica-equivalent thickness: 1.390 nm
silica field, gate not moved: 1.99 MV/cm
lattice spacing of charges: 1.414 nm
far step from lattice sum: 0.2763 V
ripple 1.0 nm from boundary: 22.8 mV
ripple 1.5 nm from boundary: 2.45 mV
thermal voltage at 300 K: 25.9 mV
rough electronic permittivities: 2.1, 4.0
step, electronic screening only: 0.657 V
step, no screening: 1.810 V
step, graded permittivity: 0.184 V
boundary displacement tried: 0.05 nm
step, boundary toward hafnia: 0.371 V
step, boundary toward silica: 0.184 V
flat-band shift, 1% excess +: -8.60 mV
rough silica breakdown field: 10 MV/cm
local field / breakdown: 2.32
energy gain in silica / rough gap: 0.026
rough silica gap: 9 eV
```
